# Bounding atomic polarizabilities with oscillator-strength moments and Unsöld closure

Anyone who needs a static polarizability can calculate the response to an electric field, or settle for a ground-state average divided by one typical excitation energy. The second course is cheap, but it needs a choice of energy and an error estimate. For an atom with a spherical ground state, inequalities among the moments of the oscillator-strength distribution, together with the lowest allowed excitation energy, supply both, although the range they guarantee can be wide.

## The quick estimate

Hartree atomic units are used. The system is an atom with $N$ electrons, a fixed nucleus, a nonrelativistic Hamiltonian $H$ with local potentials, and a spherically symmetric ground state $|0\rangle$ that is nondegenerate apart from spin. Let $\omega_n=E_n-E_0$, and let $\mathbf D=\sum_i\mathbf r_i$ be the sum of electron positions. Sums over $n$ include the continuum.

A static field of strength $F$ along $z$ adds $FD_z$ to the electrons' energy. The first-order shift vanishes by parity. The second-order shift is

$$
E^{(2)}=-F^2\sum_{n\ne0}\frac{|\langle n|D_z|0\rangle|^2}{\omega_n}.
$$

The polarizability $\alpha$ is defined by $E(F)=E_0-\tfrac12\alpha F^2+\cdots$, so

$$
\alpha=2\sum_{n\ne0}\frac{|\langle n|D_z|0\rangle|^2}{\omega_n}.
$$

The Unsöld closure estimate replaces every $\omega_n$ by one energy $\Omega$. Completeness then removes the excited states:

$$
\alpha\approx\frac{2\langle D_z^2\rangle}{\Omega}.
$$

The ionization energy $I$ is a natural first choice for $\Omega$. For hydrogen $\langle z^2\rangle=1$ and $I=1/2$, which gives $\alpha\approx4$. The exact value, derived below, is $4.5$. For helium the same recipe gives $1.667$, while a correlated calculation, also described below, gives $1.384$. The estimate is 11% too low for one atom and 20% too high for the other, relative to the computed polarizabilities. For these two atoms it has the right size, but its error has no fixed sign, and for atoms with a core it can be much larger.

## Moments from the ground state

Define oscillator strengths and their moments by

$$
f_n=\frac23\,\omega_n|\langle n|\mathbf D|0\rangle|^2,
\qquad
S(k)=\sum_{n\ne0}f_n\omega_n^k,
$$

where $|\langle n|\mathbf D|0\rangle|^2$ is the sum of the squared moduli of the three components. Because the ground state is spherical, the three components contribute equally once the states of each energy level are summed. Thus $|\langle n|D_z|0\rangle|^2$ may be replaced by one third of $|\langle n|\mathbf D|0\rangle|^2$ in the sum for $\alpha$:

$$
\alpha=\frac23\sum_{n\ne0}\frac{|\langle n|\mathbf D|0\rangle|^2}{\omega_n}
=\sum_{n\ne0}\frac{f_n}{\omega_n^2}=S(-2).
$$

The next three moments need no excited states.

**The moment $S(-1)$.** One power of $\omega_n$ cancels. Since $\langle0|\mathbf D|0\rangle=0$, the state $n=0$ can be added freely, and completeness gives

$$
S(-1)=\frac23\sum_n|\langle n|\mathbf D|0\rangle|^2
=\frac23\langle\mathbf D\cdot\mathbf D\rangle
=\frac23\Big(\sum_i\langle r_i^2\rangle+2\sum_{i<j}\langle\mathbf r_i\cdot\mathbf r_j\rangle\Big).
$$

**The moment $S(0)$.** Let $\mathbf P=\sum_i\mathbf p_i$. Local potentials commute with positions, and $[p_x^2,x]=-2ip_x$. Hence, for each Cartesian component $a$,

$$
[H,D_a]=-iP_a,
\qquad
\omega_n\langle n|D_a|0\rangle=-i\langle n|P_a|0\rangle .
$$

Using this relation in one of the two matrix elements gives

$$
\sum_n\omega_n|\langle n|D_a|0\rangle|^2=-i\langle D_aP_a\rangle .
$$

The left side is real, so the right side equals half the sum of itself and its complex conjugate:

$$
\tfrac12\left(-i\langle D_aP_a\rangle+i\langle P_aD_a\rangle\right)
=-\tfrac i2\langle[D_a,P_a]\rangle=-\tfrac i2(iN)=\frac N2.
$$

Three components and the factor $2/3$ give $S(0)=N$.

**The moment $S(1)$.** Using the same relation in both matrix elements, and $\langle0|\mathbf P|0\rangle=0$, gives

$$
S(1)=\frac23\sum_n\omega_n^2|\langle n|\mathbf D|0\rangle|^2
=\frac23\sum_n|\langle n|\mathbf P|0\rangle|^2
=\frac23\langle\mathbf P\cdot\mathbf P\rangle .
$$

This is finite for a state of finite kinetic energy. If $\omega_1>0$ is the lowest dipole-allowed excitation energy, the lower moments converge as well, because $S(k)\le S(1)\,\omega_1^{k-1}$ for $k\le1$.

A nonlocal potential, such as a nonlocal pseudopotential, generally changes $[H,D_a]$. The ground-state forms of $S(0)$ and $S(1)$ then need extra terms.

## The lower bound

Every $f_n$ is nonnegative. For any real $t$, therefore,

$$
0\le\sum_{n\ne0}f_n\omega_n^{k-1}(1-t\omega_n)^2
=S(k-1)-2tS(k)+t^2S(k+1).
$$

The right side is smallest at $t=S(k)/S(k+1)$, where it equals $S(k-1)-S(k)^2/S(k+1)$. This proves the Cauchy-Schwarz inequality

$$
S(k)^2\le S(k-1)S(k+1)
$$

whenever the three moments converge. For $k=-1$ it reads

$$
\alpha\ge\frac{S(-1)^2}{S(0)} .
$$

The case $k=0$ gives $S(-1)\ge S(0)^2/S(1)$. Inserting this in the bound just found gives $\alpha\ge S(0)^3/S(1)^2$, which is weaker but needs only $N$ and $\langle\mathbf P\cdot\mathbf P\rangle$.

The deficit of the main lower bound has a direct meaning. Treat $f_n/S(0)$ as probabilities. The mean of $1/\omega$ is $S(-1)/S(0)$, and the mean of $1/\omega^2$ is $\alpha/S(0)$. Their variance formula, multiplied by $S(0)$, is

$$
\alpha-\frac{S(-1)^2}{S(0)}=S(0)\,\mathrm{Var}(1/\omega).
$$

The bound is therefore good when the strength is concentrated in frequency, and it is an equality when all the strength lies at one frequency. Electrons in an isotropic harmonic well of frequency $\omega_0$ realize this case. Their mutual forces cancel in the total force, so $[H,P_a]=i\omega_0^2D_a$ and $[H,[H,D_a]]=\omega_0^2D_a$. Taking the matrix element between $n$ and $0$ gives $\omega_n^2=\omega_0^2$ whenever $\langle n|D_a|0\rangle\ne0$. Then $\alpha=N/\omega_0^2$.

A tightly bound core has the opposite effect. Consider a model with strength $N_v$ at $\omega_v$ and strength $N_c$ at $\omega_c$. As $\omega_c\to\infty$, the core drops out of $\alpha$ and $S(-1)$ but still counts in $S(0)$:

$$
\alpha\to\frac{N_v}{\omega_v^2},
\qquad
\frac{S(-1)^2}{S(0)}\to\frac{N_v}{N_v+N_c}\,\alpha .
$$

In this model the lower bound misses most of the polarizability when core electrons greatly outnumber valence electrons.

## The upper bound

Since $1/\omega_n\le1/\omega_1$, one immediately has $\alpha\le S(-1)/\omega_1$. The moments $S(0)$ and $S(1)$ sharpen this. The weights $w_n=f_n(\omega_n-\omega_1)$ are nonnegative, and their sums are

$$
\begin{aligned}
W&=\sum_n w_n=S(1)-\omega_1S(0),\\
A&=\sum_n\frac{w_n}{\omega_n}=S(0)-\omega_1S(-1),\\
B&=\sum_n\frac{w_n}{\omega_n^2}=S(-1)-\omega_1\alpha .
\end{aligned}
$$

Assume $W>0$, which excludes the case with all strength at $\omega_1$. For any real $c$,

$$
0\le\sum_nw_n\left(\frac1{\omega_n}-c\right)^2=B-2cA+c^2W .
$$

With $c=A/W$ this becomes $B\ge A^2/W$. Solving for $\alpha$ gives

$$
\alpha\le\frac1{\omega_1}\left[S(-1)-\frac{A^2}{W}\right]\le\frac{S(-1)}{\omega_1}.
$$

The first inequality is an equality when the strength lies at $\omega_1$ and at one other frequency. It is therefore an equality in the core-valence model above, where the lower bound is poor.

The proof still holds if $\omega_1$ is replaced by a smaller positive number, because the weights stay nonnegative. It does not protect against an $\omega_1$ that is too large. When the excitation gap tends to zero at fixed $S(-1)>0$, the simple upper bound diverges and ceases to be useful.

## What the closure energy means

In terms of moments the closure estimate is $S(-1)/\Omega$. It reproduces $\alpha$ at

$$
\Omega^*=\frac{S(-1)}{S(-2)}
=\frac{\sum_n(f_n/\omega_n^2)\,\omega_n}{\sum_n f_n/\omega_n^2},
$$

which is the mean excitation energy weighted by each state's contribution to $\alpha$. The simple upper bound and the lower bound on $\alpha$ translate into

$$
\omega_1\le\Omega^*\le\frac{S(0)}{S(-1)} .
$$

Closure with $\Omega=\omega_1$ thus gives an upper bound, and closure with $\Omega=S(0)/S(-1)$ gives the lower bound. The ionization energy has no such status. Its relative error is

$$
\frac{S(-1)/I}{\alpha}-1=\frac{\Omega^*}{I}-1,
$$

which is negative or positive according to whether $\Omega^*$ lies below or above $I$.

## Hydrogen

The ground state is $\psi_0=e^{-r}/\sqrt\pi$. Radial averages follow from

$$
\langle r^m\rangle=4\int_0^\infty r^{m+2}e^{-2r}\,dr=\frac{4\,(m+2)!}{2^{m+3}},
$$

so $\langle r^2\rangle=3$ and $\langle r^3\rangle=7.5$. Since $\nabla\psi_0=-\hat{\mathbf r}\psi_0$, one also has $\langle p^2\rangle=1$. Therefore

$$
S(-1)=2,\qquad S(0)=1,\qquad S(1)=\tfrac23 .
$$

The polarizability can be found without a sum over states. Let $\chi$ solve $(H-E_0)\chi=z\psi_0$. The first-order wavefunction is then $-F\chi$, and $E^{(2)}=-F^2\langle z\psi_0|\chi\rangle$, so $\alpha=2\langle z\psi_0|\chi\rangle$.

Try $\chi=g\psi_0$. Because $(H-E_0)\psi_0=0$, only terms with derivatives of $g$ survive:

$$
(H-E_0)(g\psi_0)=\psi_0\left(-\tfrac12\nabla^2g+\frac{\partial g}{\partial r}\right).
$$

Take $g=z+rz/2$. Here $\nabla^2z=0$ and

$$
\nabla^2(rz)=z\nabla^2r+2\nabla r\cdot\nabla z=\frac{2z}{r}+\frac{2z}{r}=\frac{4z}{r}.
$$

The Laplacian term in the bracket is thus $-z/r$. At fixed angle $z\propto r$, so the radial derivative is $z/r+z$. The bracket equals $z$, as required. Consequently

$$
\alpha=2\left\langle z^2\left(1+\frac r2\right)\right\rangle
=2\left(\frac{\langle r^2\rangle}{3}+\frac{\langle r^3\rangle}{6}\right)
=2(1+1.25)=4.5 .
$$

The lower bound is $2^2/1=4$. Its deficit of $0.5$ is the variance of $1/\omega$, by the identity above. For the upper bound, the first allowed excitation is $1s\to2p$, with $\omega_1=\tfrac12-\tfrac18=0.375$. Then

$$
A=1-0.375\times2=0.25,\qquad W=0.6667-0.375=0.2917,
$$

$$
\alpha\le\frac{2-0.25^2/0.2917}{0.375}=4.762 .
$$

The simple upper bound is $2/0.375=5.333$.

## Helium

Helium requires a numerical ground state. The calculation is full configuration interaction for the two electrons in 88 Gaussian functions of $s$, $p$, $d$ and $f$ type. It gives a ground-state energy of $-2.9031$ hartree and the averages

$$
\begin{aligned}
\langle r_1^2\rangle&=1.1943,&\langle\mathbf r_1\cdot\mathbf r_2\rangle&=-0.0650,\\
\langle p_1^2\rangle&=2.9026,&\langle\mathbf p_1\cdot\mathbf p_2\rangle&=0.1603 .
\end{aligned}
$$

The moments are

$$
\begin{aligned}
S(-1)&=\tfrac23\,[2(1.1943)+2(-0.0650)]=1.506,\\
S(0)&=2,\\
S(1)&=\tfrac23\,[2(2.9026)+2(0.1603)]=4.084 .
\end{aligned}
$$

The negative position cross term says that the electrons tend to be on opposite sides of the nucleus. It reduces $S(-1)$ by about 5% relative to the one-electron term, and omitting it would spoil the lower bound's justification.

The lowest allowed excitation in the same basis has $\omega_1=0.7794$ hartree. The lower bound is $1.506^2/2=1.13$. For the upper bound,

$$
A=2-0.7794\times1.5057=0.8265,\qquad
W=4.084-0.7794\times2=2.525,
$$

$$
\alpha\le\frac{1.5057-0.8265^2/2.525}{0.7794}=1.58 .
$$

The polarizability itself follows from the energy lowering in a field of $0.004$ atomic units. It is $\alpha=1.384$, or $0.205$ cubic angstroms.

These bounds are rigorous for exact inputs. Here the inputs carry a basis error, so the numerical interval is not certified. Summing over the excited states of the basis gives $S(0)=2.0006$ instead of $2$, and the virial ratio $2\langle T\rangle/(-\langle V\rangle)$ is $0.9999$ instead of $1$. These small deviations are consistent with a small basis error, but they neither prove nor bound it. The last one or two digits quoted above are not converged. An explicitly correlated (Hylleraas) basis gives $E_0=-2.9037$, $\langle r_1^2\rangle=1.1935$, $\langle\mathbf r_1\cdot\mathbf r_2\rangle=-0.0647$, $\langle p_1^2\rangle=2.9037$, $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0.1591$, $S(-1)=1.505$, $\omega_1=0.7799$, $I=0.904$, $\alpha=1.383$, and $1.665$ for closure with $I$. These shifts are at most about $0.002$ and leave the two-decimal values in the table below unchanged. The computed $\alpha$ lies about $0.2$ or more from either end of the interval.

## Comparison and choice

All polarizabilities below are in atomic units.

| Quantity | H | He |
|---|---:|---:|
| $S(0)^3/S(1)^2$ | 2.25 | 0.48 |
| $S(-1)^2/S(0)$ | 4.00 | 1.13 |
| $\alpha$ | 4.50 | 1.38 |
| Refined upper bound | 4.76 | 1.58 |
| $S(-1)/\omega_1$ | 5.33 | 1.93 |
| Closure with $I$ | 4.00 | 1.67 |

The bounds explain the opposite errors of closure with $I$. In hydrogen $S(0)/S(-1)=1/2=I$, so this estimate coincides with the lower bound and cannot be too high. In helium $I=0.903$ hartree, and the estimate $1.506/0.903=1.67$ lies above the refined upper bound. It is therefore too high, a conclusion that does not require $\alpha$. The corresponding mean energies are $\Omega^*=0.444$ hartree for hydrogen, below $I$, and $1.088$ hartree for helium, above $I$. Discrete levels below the ionization threshold cannot by themselves produce a mean above $I$, so the continuum must contribute to helium's polarizability.

If a single estimate is wanted, the midpoint between the lower and refined upper bounds has an error no larger than half their separation. This gives $4.38\pm0.38$ for hydrogen and $1.36\pm0.23$ for helium, where the ranges are limits for exact inputs, not standard deviations. Relative to the midpoints they are 9% and 17%. The actual midpoint errors, relative to $\alpha$, are $-2.6\%$ and $-1.8\%$, but the inequalities do not promise such closeness. Hydrogen and helium have no core and are favourable cases. With moments, $\omega_1$ and $\alpha$ all taken from time-dependent Hartree-Fock spectra, the lower bound, $\alpha$ and refined upper bound are $19.5$, $45.7$ and $48.3$ for beryllium and $1.32$, $2.38$ and $4.82$ for neon. The half-widths are then 43% and 57% of the midpoints, the midpoint errors are $-26\%$ and $+29\%$, and closure with the Koopmans ionization energy errs by $-38\%$ and $+80\%$. In neon the upper bound is poor as well as the lower one. If the guaranteed range is narrow enough for the purpose, ground-state moments and one excitation energy suffice. If it is not, the response must be calculated.
